\section*{The Broido–Sham Transformation for Holes in a Quantum Well, part 1}

(Sections cited here and not found follow in the second part.)

\section{From four coupled bands to two real blocks}

In a four-band model of a 10 nm strained germanium well, the lowest hole level at in-plane wave number $0.25\ \mathrm{nm^{-1}}$ lies at 38.76 meV and is twofold. When a potential drop of 50 meV is put across the same well, at the same wave number, the level becomes two levels, at 34.14 and 34.93 meV. The symmetric well thus has a degeneracy which the tilted well has lost, although neither calculation contains a magnetic field. The reason becomes visible when the four coupled equations for the hole are turned into two separate pairs of real equations. The two pairs are mirror images of each other under reflection of the growth axis, so they have the same levels if the well looks the same from both sides.

The energies are hole energies, which increase into the valence band. The growth direction $z$ is the crystal axis $[001]$, and $x$ and $y$ are the other two cubic axes. The in-plane wave vector is a conserved number pair,
\begin{equation}
(k_x,k_y)=k(\cos\varphi,\sin\varphi),\qquad k\ge 0 ,
\end{equation}
while $k_z$ stands for the operator $-i\partial$, with $\partial=d/dz$. The top of the valence band is described by four states of angular momentum $J=3/2$, taken in the order $|3/2\rangle,|1/2\rangle,|-1/2\rangle,|-3/2\rangle$, where the label is the eigenvalue $m$ of $J_z$ in units of $\hbar$. The states $m=\pm3/2$ are called heavy and $m=\pm1/2$ light, after their masses along $z$.

To second order in the wave vector, in a cubic crystal with an inversion centre, the kinetic energy in this space is the Luttinger Hamiltonian
\begin{align}
H_{\rm kin}=c\Big[&\big(\gamma_1+\tfrac52\gamma_2\big)(k^2+k_z^2)
-2\gamma_2\big(J_x^2k_x^2+J_y^2k_y^2+J_z^2k_z^2\big)\nonumber\\
&-4\gamma_3\big(\{J_x,J_y\}k_xk_y+\{J_y,J_z\}k_yk_z+\{J_z,J_x\}k_zk_x\big)\Big],
\end{align}
with $c=\hbar^2/2m_0$, $m_0$ the free-electron mass and $\{A,B\}=(AB+BA)/2$. The three numbers $\gamma_1,\gamma_2,\gamma_3$ are taken to be the same at all $z$, so no question of operator order arises. This Hamiltonian is the starting model. It does not treat the conduction band and the split-off valence band explicitly. The effect of the split-off band on the example is sized below.

The matrix elements follow from the ladder operators $J_\pm=J_x\pm iJ_y$. The nonzero elements of $J_+$ are
\begin{equation}
\langle\tfrac32|J_+|\tfrac12\rangle=\sqrt3,\qquad
\langle\tfrac12|J_+|-\tfrac12\rangle=2,\qquad
\langle-\tfrac12|J_+|-\tfrac32\rangle=\sqrt3 .
\end{equation}
For the diagonal elements, $J_x^2$ and $J_y^2$ have the common expectation value $(15/4-m^2)/2$, which is $3/4$ for heavy and $7/4$ for light states. The coefficients of $ck^2$ are therefore
\begin{equation}
\gamma_1+\tfrac52\gamma_2-2\gamma_2\cdot\tfrac34=\gamma_1+\gamma_2,
\qquad
\gamma_1+\tfrac52\gamma_2-2\gamma_2\cdot\tfrac74=\gamma_1-\gamma_2 ,
\end{equation}
for heavy and light states respectively. The coefficients of $ck_z^2$ contain $m^2=9/4$ or $1/4$ instead, and are $\gamma_1-2\gamma_2$ and $\gamma_1+2\gamma_2$. With positive $\gamma_2$, the state that is heavy along $z$ is thus the lighter one in the plane, as long as mixing is ignored.

Next come the elements that change $m$ by two. They arise from
\begin{equation}
J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2),\qquad
\{J_x,J_y\}=\tfrac1{4i}(J_+^2-J_-^2).
\end{equation}
The part of $J_x^2k_x^2+J_y^2k_y^2$ that changes $m$ is $\tfrac12(J_x^2-J_y^2)(k_x^2-k_y^2)$. Both $\langle3/2|J_+^2|-1/2\rangle$ and $\langle1/2|J_+^2|-3/2\rangle$ equal $2\sqrt3$. The elements $H_{13}$ and $H_{24}$ are therefore equal, and their common value is
\begin{align}
R&=c\big[-\sqrt3\,\gamma_2(k_x^2-k_y^2)+2\sqrt3\,i\gamma_3k_xk_y\big]\nonumber\\
&=-\sqrt3\,ck^2\big(\gamma_2\cos2\varphi-i\gamma_3\sin2\varphi\big)\nonumber\\
&=-\sqrt3\,ck^2\big(\bar\gamma e^{-2i\varphi}-\mu e^{2i\varphi}\big),
\end{align}
where $\bar\gamma=(\gamma_2+\gamma_3)/2$ and $\mu=(\gamma_3-\gamma_2)/2$. The last line writes the cosine and sine as exponentials and collects them.

The elements that change $m$ by one contain $k_z$. In them,
\begin{equation}
J_xk_x+J_yk_y=\tfrac12k\big(e^{-i\varphi}J_++e^{i\varphi}J_-\big),\qquad
\langle m+1|\{J_z,J_+\}|m\rangle=(m+\tfrac12)\langle m+1|J_+|m\rangle .
\end{equation}
The factor $m+\tfrac12$ is $1$, $0$ and $-1$ for $m=1/2,-1/2,-3/2$. Hence
\begin{equation}
H_{12}=-S,\qquad H_{23}=0,\qquad H_{34}=S,\qquad
S=2\sqrt3\,c\gamma_3k\,e^{-i\varphi}k_z .
\end{equation}
The element $H_{14}$ is zero, because a product of two $J$ matrices cannot change $m$ by three. The remaining elements follow from hermiticity.

The well adds real band edges $V_h(z)$ to the heavy states and $V_l(z)$ to the light states. They include the confining barriers and any electrostatic potential. They also include biaxial strain in the plane of the layer, which shifts both edges together by its change of volume and separates them through a term in $J_z^2-5/4$. Neither part couples heavy and light states.

The axial approximation is now defined as an average over joint rotations of the wave vector and of $\mathbf J$ about $z$:
\begin{equation}
H_{\rm ax}(\varphi)=\frac1{2\pi}\int_0^{2\pi}d\alpha\;
e^{iJ_z\alpha}H(\varphi+\alpha)e^{-iJ_z\alpha}.
\end{equation}
The exponentials multiply the element between $m$ and $m'$ by $e^{i(m-m')\alpha}$. In $S$ this factor $e^{i\alpha}$ cancels the $e^{-i\alpha}$ from the wave vector. In the first term of $R$ the factors $e^{2i\alpha}$ and $e^{-2i\alpha}$ cancel as well. The second term acquires $e^{4i\alpha}$ and averages to zero. The approximation therefore consists of dropping $\mu$ in $R$, and $\gamma_3$ stays in $S$. With the real quantities
\begin{equation}
r=\sqrt3\,c\bar\gamma k^2,\qquad s=2\sqrt3\,c\gamma_3k ,
\end{equation}
one has $R=-re^{-2i\varphi}$ and $S=e^{-i\varphi}sk_z$.

All dependence on the angle is now of the form $e^{-i(m-m')\varphi}$, so it is removed by a diagonal unitary matrix:
\begin{equation}
H_{\rm ax}(\varphi)=D\,H_0\,D^\dagger,\qquad
D=\mathrm{diag}\big(e^{-3i\varphi/2},e^{-i\varphi/2},e^{i\varphi/2},e^{3i\varphi/2}\big).
\end{equation}
Here $H_0$ is the Hamiltonian at $\varphi=0$. With $-sk_z=is\partial$ it reads
\begin{equation}
H_0=\begin{pmatrix}
A_h&is\partial&-r&0\\
is\partial&A_l&0&-r\\
-r&0&A_l&-is\partial\\
0&-r&-is\partial&A_h
\end{pmatrix},
\end{equation}
with the diagonal operators
\begin{align}
A_h&=c(\gamma_1+\gamma_2)k^2-c(\gamma_1-2\gamma_2)\partial^2+V_h(z),\nonumber\\
A_l&=c(\gamma_1-\gamma_2)k^2-c(\gamma_1+2\gamma_2)\partial^2+V_l(z).
\end{align}

A symmetry tells how to divide this matrix. At $\varphi=0$ the wave vector lies along $x$, and the mirror $y\to-y$ changes neither it nor $z$. A mirror is an inversion followed by a half turn about its normal. Inversion leaves $\mathbf J$ alone, so the mirror acts on the four states through $M=e^{-i\pi J_y}$, up to a common sign. This half turn reverses $J_x$ and $J_z$. The matrices present in $H_0$ are $J_x^2$, $J_y^2$, $J_z^2$ and $\{J_z,J_x\}$, and none of them changes. Hence $M$ commutes with $H_0$ for any shape of the band edges.

To find $M$ explicitly, regard spin $3/2$ as the symmetric state of three spins $1/2$. On one spin the half turn is $e^{-i\pi\sigma_y/2}=-i\sigma_y$, with $\sigma_y$ the Pauli matrix. It sends up to down, and down to minus up. The state $|m\rangle$ has $3/2-m$ spins down, so
\begin{equation}
M|m\rangle=(-1)^{3/2-m}|-m\rangle .
\end{equation}
Thus $M$ sends $|3/2\rangle$ to $|-3/2\rangle$ and $|-3/2\rangle$ to $-|3/2\rangle$, while it sends $|1/2\rangle$ to $-|-1/2\rangle$ and $|-1/2\rangle$ to $|1/2\rangle$. Its eigenvalues are $i\sigma$, with $\sigma=\pm1$. For a heavy combination $a|3/2\rangle+b|-3/2\rangle$ the eigenvalue condition is $-b=i\sigma a$. For a light combination $a|1/2\rangle+b|-1/2\rangle$ it is $b=i\sigma a$. Normalized eigenvectors are
\begin{equation}
u_\sigma=\frac1{\sqrt2}\begin{pmatrix}1\\0\\0\\-i\sigma\end{pmatrix},\qquad
v_\sigma=\frac{i\sigma}{\sqrt2}\begin{pmatrix}0\\1\\i\sigma\\0\end{pmatrix}
=\frac1{\sqrt2}\begin{pmatrix}0\\i\sigma\\-1\\0\end{pmatrix}.
\end{equation}
The prefactor $i\sigma$ in $v_\sigma$ is a free choice of phase, and the next step shows what it achieves.

Let $H_0$ act on $f(z)u_\sigma$. Apart from the common $1/\sqrt2$, the four components of the result are
\begin{align}
\text{first:}\quad&A_hf,\nonumber\\
\text{second:}\quad&is\partial f+i\sigma rf=i\sigma(r+\sigma s\partial)f,\nonumber\\
\text{third:}\quad&-rf-\sigma s\partial f=-(r+\sigma s\partial)f,\nonumber\\
\text{fourth:}\quad&-i\sigma A_hf ,
\end{align}
where $\sigma^2=1$ was used in the second line. The first and fourth components make up $u_\sigma A_hf$, and the other two make up $v_\sigma(r+\sigma s\partial)f$. For $g(z)v_\sigma$ the components are
\begin{align}
\text{first:}\quad&-\sigma s\partial g+rg=(r-\sigma s\partial)g,\nonumber\\
\text{second:}\quad&i\sigma A_lg,\nonumber\\
\text{third:}\quad&-A_lg,\nonumber\\
\text{fourth:}\quad&-i\sigma rg+is\partial g=-i\sigma(r-\sigma s\partial)g ,
\end{align}
that is, $u_\sigma(r-\sigma s\partial)g+v_\sigma A_lg$. No vector of the opposite $\sigma$ appears. The phase of $v_\sigma$ has removed every factor $i$ from the coupling.

Restoring the angle with $D$ and placing the vectors in the order $u_+,v_+,u_-,v_-$ gives the transformation
\begin{equation}
U(\varphi)=\frac1{\sqrt2}\begin{pmatrix}
e^{-3i\varphi/2}&0&e^{-3i\varphi/2}&0\\
0&ie^{-i\varphi/2}&0&-ie^{-i\varphi/2}\\
0&-e^{i\varphi/2}&0&-e^{i\varphi/2}\\
-ie^{3i\varphi/2}&0&ie^{3i\varphi/2}&0
\end{pmatrix}.
\end{equation}
Each column has unit length. The scalar product of the two heavy columns is $(1+i\cdot i)/2=0$, that of the two light columns is $((-i)(-i)+1)/2=0$, and a heavy and a light column have no common component. So $U$ is unitary. It does not depend on $z$, and therefore passes through $\partial$ without leaving extra terms. The result is
\begin{equation}
U^\dagger H_{\rm ax}U=\begin{pmatrix}H_+&0\\0&H_-\end{pmatrix},\qquad
H_\sigma=\begin{pmatrix}A_h&r-\sigma s\partial\\ r+\sigma s\partial&A_l\end{pmatrix}.
\end{equation}

The axial approximation makes $H_\sigma$ independent of direction, but the splitting into blocks survives without it. Write the full coupling as
\begin{equation}
R=-\sqrt3\,ck^2e^{-2i\varphi}\big(\bar\gamma-\mu e^{4i\varphi}\big)
=-r_\varphi e^{-2i\varphi+i\beta},
\end{equation}
where $\beta$ is the phase of $\bar\gamma-\mu e^{4i\varphi}$ and
\begin{align}
r_\varphi&=\sqrt3\,ck^2\sqrt{\bar\gamma^2+\mu^2-2\bar\gamma\mu\cos4\varphi}\nonumber\\
&=\sqrt3\,ck^2\sqrt{\gamma_2^2\cos^22\varphi+\gamma_3^2\sin^22\varphi}.
\end{align}
The second form uses $\bar\gamma^2+\mu^2=(\gamma_2^2+\gamma_3^2)/2$ and $2\bar\gamma\mu=(\gamma_3^2-\gamma_2^2)/2$. Multiply $D$ by $\mathrm{diag}(e^{i\beta/2},e^{i\beta/2},e^{-i\beta/2},e^{-i\beta/2})$. This supplies the missing $e^{i\beta}$ in the elements 13 and 24 and leaves the elements 12 and 34 as they were. The same blocks follow, with $r_\varphi$ in place of $r$. The step needs a $\beta$ that does not vary with $z$. If $\gamma_2/\gamma_3$ changes between well and barrier, then at a general angle $\partial$ also acts on the phases and new terms appear. The step also uses the zeros at 14 and 23 and the relation $H_{34}=-H_{12}$, so perturbations that spoil these need a separate treatment.

The four coupled equations for the hole have been separated into two real pairs labelled by a mirror eigenvalue, and with constant Luttinger parameters this separation survives without the axial approximation. It remains to show how reflection of the growth axis relates the two blocks, and to find the size of their splitting in the tilted germanium well.
